# Why Different Facets of One Metal Crystal Have Different Vacuum Levels

To obtain a work function from a slab calculation, one subtracts the Fermi level from an electrostatic level read in the vacuum. If the two faces of the slab differ, one must decide where to read it: near one face, near the other, or halfway between. The choice would be harmless if a crystal had a single vacuum level. An argument seems to say that it has:

> Taking an electron from the crystal to rest at infinity costs one definite energy, whatever route it takes. Therefore all facets have the same work function.

The first sentence is true. The second does not follow, as a metal cube shows.

## A cube with two kinds of facet

Hartree atomic units are used unless a unit is given. Let $v$ be the electrostatic energy of an electron, treated as a weak test charge so that its own image attraction is left out, with $v=0$ at infinity. The cube is neutral, in equilibrium and alone in empty space. Its edge is $L=1\ \mu\text{m}$, or 18897 bohr. Four side facets are of kind A and two opposite end facets of kind B.

**The surface step.** Let $z$ point outward, with the uniform positive background ending at $z=0$. Electrons spill out, so that their density minus the background is, in this model,

$$\delta n(z)=\begin{cases}-\tfrac12 n_0e^{\kappa z}, & z<0,\\ +\tfrac12 n_0e^{-\kappa z}, & z>0.\end{cases}$$

The two halves contain $-n_0/(2\kappa)$ and $+n_0/(2\kappa)$ electrons per area, so the layer is neutral. Poisson's equation for the potential $\phi$ is $\phi''=-4\pi\rho$. With $\rho=-\delta n$ and $v=-\phi$ it becomes

$$v''=-4\pi\,\delta n .$$

There is no field deep inside, so $v'(z)=-4\pi\int_{-\infty}^{z}\delta n\,dz'$. For $z<0$ the integral is $-\frac{n_0}{2\kappa}e^{\kappa z}$. For $z>0$ it is

$$-\frac{n_0}{2\kappa}+\frac{n_0}{2\kappa}\left(1-e^{-\kappa z}\right)=-\frac{n_0}{2\kappa}e^{-\kappa z}.$$

Both cases give $v'=\frac{2\pi n_0}{\kappa}e^{-\kappa|z|}$. Since $\int e^{-\kappa|z|}dz=2/\kappa$, the energy rises on the way out by

$$\Delta=\frac{4\pi n_0}{\kappa^2}.$$

The rise is positive because, at every height in the layer, the total charge behind the leaving electron is positive and the total charge still ahead of it is negative. Both drive it back towards the metal.

Take $n_0=0.0050$, with $\kappa_A=0.70$ and $\kappa_B=0.75$. Then

$$\Delta_A=\frac{4\pi(0.0050)}{(0.70)^2}=0.12823,\qquad \Delta_B=\frac{4\pi(0.0050)}{(0.75)^2}=0.11170 .$$

**The work functions.** Let $\mu$ be the electrochemical potential (the Fermi level), $v_{\rm in}$ the mean electrostatic energy in the interior, and $\bar\mu=\mu-v_{\rm in}$. The last is a property of the bulk, chosen here as $-0.0300$. The level just outside facet $i$ is $v_{\rm in}+\Delta_i$, and the work function is its height above $\mu$:

$$W_i=v_{\rm in}+\Delta_i-\mu=\Delta_i-\bar\mu .$$

Hence $W_A=0.12823+0.0300=0.15823$ hartree (4.306 eV) and $W_B=0.11170+0.0300=0.14170$ hartree (3.856 eV). The same crystal, with one Fermi level, has two levels just outside that differ by 0.01653 hartree, or 0.450 eV.

**What happens farther out.** In the numerical check, dipole layers with these steps are placed on the cube, and the surface charge is found that makes the interior flat and the whole neutral. The levels outside are then evaluated, not imposed. Above the facet centres, measured from $\mu$ in hartree, they are:

| Height | Over A | Over B |
|---|---|---|
| 10 nm | 0.1581 | 0.1419 |
| 100 nm | 0.1572 | 0.1437 |
| 1 μm | 0.1533 | 0.1516 |
| 10 μm | 0.1527 | 0.1527 |

At 10 nm each level is close to its own work function. At ten edge lengths the two agree to the digits shown. An electron leaving through A pays 0.1582 and then gains 0.0055 on the way to infinity; one leaving through B pays 0.1417 and then another 0.0110. Both totals are 0.1527 hartree (4.156 eV). The quoted argument is right about infinity, but a work function refers to a point just outside the facet.

## The general statement

Consider a neutral metal crystal in equilibrium, with no external field and with flat, uniform facets of width of order $L$, far larger than atomic distances. "Just outside" means a height $h$ with atomic distances $\ll h\ll s$, where $s$ is the distance to the nearest edge of the facet.

1. The level just outside facet $i$ is $\mu+W_i$, with $W_i=\Delta_i-\bar\mu$. Here $\Delta_i=4\pi\int z\,\delta n_i\,dz$ is fixed by the surface dipole, so $W_i-W_j=\Delta_i-\Delta_j$.
2. If two facets have different steps, there is a macroscopic electric field outside. If all steps are equal, there is none.
3. The level at infinity is unique. For a cube it lies above $\mu$ by the mean of the six $W_i$.

## Proof

**Part 1.** In a real crystal let $\delta n_i(z)$ be the electron density minus the positive charge density, averaged parallel to the facet and smoothed over the lattice period along $z$. Averaging and smoothing do not alter the form of Poisson's equation, so $v''=-4\pi\,\delta n_i$ holds for the smoothed energy. Integration by parts across the surface gives

$$\Delta_i=\int v'\,dz=\big[z\,v'\big]-\int z\,v''\,dz=4\pi\int z\,\delta n_i\,dz .$$

The bracket vanishes at the inner end because a metal in equilibrium has no macroscopic field inside. At the outer end $v'$ is the patch field. It is at most of order $\delta W/s$, where $\delta W$ is the largest difference between the work functions, and it contributes at most a fraction of order $h/s$ of $\delta W$, which is neglected.

Since the interior is free of macroscopic field, $v_{\rm in}$ is the same behind every facet. So is $\mu$, by equilibrium. Therefore $\bar\mu$ is common to all facets and cancels from $W_i-W_j$.

**Part 2.** Choose a path outside the crystal, of length $\ell$, from just outside A to just outside B. Along it

$$\int_A^B\nabla v\cdot d\mathbf l=W_B-W_A .$$

If this is not zero, the field somewhere on the path is at least $|W_A-W_B|/\ell$ in magnitude. For the cube, $\ell\sim L$ sets the scale $0.450\ \text{eV}/1\ \mu\text{m}$, which corresponds to $4.5\times10^5$ V/m. This field also closes the energy balance of a round trip. Leaving through A costs $W_A$, the vacuum path costs $W_B-W_A$, and entering through B returns $W_B$, so the sum is zero.

For the converse, let $S$ be a closed surface just outside the crystal on which all levels equal one value $u$, and let $\partial_nv$ be the outward slope on $S$. Outside, $\nabla^2v=0$, so $|\nabla v|^2=\nabla\cdot(v\nabla v)$. The divergence theorem gives

$$\int_{\rm outside}|\nabla v|^2\,dV=-\oint_S v\,\partial_nv\,dS=-u\oint_S\partial_nv\,dS=0 .$$

The minus sign appears because the outward direction from the crystal points into the region of integration. The surface at infinity contributes nothing, since $v$ falls at least as $1/r^2$ for a neutral body. The last integral is $-4\pi$ times the number of excess electrons, which is zero. Hence $\nabla v=0$ everywhere outside. A test with equal steps on all six facets confirms this to rounding error.

**Part 3.** Let $u_i=\mu+W_i$ be the levels just outside the facets. Outside, $v$ satisfies Laplace's equation, which is linear, so $v=\sum_iu_if_i$. Here $f_i$ solves Laplace's equation, equals 1 over facet $i$ and 0 over the others, and vanishes at infinity. Far away $f_i\to c_i/r$. In a cube any facet can be rotated into any other, so all $c_i$ equal one number $c$.

This number is not zero. The sum $\sum_if_i$ equals 1 all over $S$. If its $1/r$ tail were absent, the converse argument above would make it constant outside, yet it must fall from 1 to 0.

For large $r$, then, $v\to(c/r)\sum_iu_i$. A neutral crystal has no $1/r$ tail, so $\sum_iu_i=0$. Inserting $u_i=\mu+W_i$ gives $6\mu+\sum_iW_i=0$, and since $v=0$ at infinity,

$$v(\infty)-\mu=-\mu=\frac16\sum_{i=1}^6W_i .$$

For the example this is $(4\times0.15823+2\times0.14170)/6=0.15272$ hartree, which the solved cube reproduces. For another shape the $c_i$ may differ, and the same steps give the weighted mean $\sum_ic_iW_i/\sum_ic_i$. $\blacksquare$

## The field near an edge and its sources

Close to a straight edge between A and B, use polar coordinates $(r,\theta)$ about the edge, with $\theta$ running through the vacuum from B ($\theta=0$) to A ($\theta=\beta$). The function

$$v=v_B+(v_A-v_B)\,\frac{\theta}{\beta}$$

has the right value on both faces. It satisfies Laplace's equation because it is linear in $\theta$ and independent of $r$. Its gradient is

$$|\nabla v|=\frac1r\left|\frac{\partial v}{\partial\theta}\right|=\frac{|W_A-W_B|}{\beta r}.$$

What can be added without changing the values on the faces, or making $v$ unbounded at the edge, is to leading order a sum of terms $r^{k\pi/\beta}\sin(k\pi\theta/\beta)$ with $k=1,2,\dots$ Their gradients vary as $r^{k\pi/\beta-1}$, so the $1/r$ term dominates for small $r$, down to atomic distances where the facets stop being uniform.

A cube edge has $\beta=3\pi/2$. At 50 nm the formula gives $0.450\ \text{eV}/(\tfrac{3\pi}{2}\times50\ \text{nm})$, a field of $1.91\times10^6$ V/m. In the solved cube the component along $\theta$ was evaluated at this distance from the middle of an A–B edge, on the plane that bisects the vacuum angle. It is $1.83\times10^6$ V/m, 4% less than the formula; the radial component, which the formula lacks, was not evaluated. The finite cube and the finite surface panels can both contribute to this difference, and the calculation does not separate them.

The sources of the field are small net charges on the facets. The slope of $v$ is zero inside and $\partial_nv$ outside, so integrating $v''=-4\pi\,\delta n$ across the surface gives $\partial_nv=-4\pi\sigma$, where $\sigma$ is the number of excess electrons per area. Over A the level falls on the way out, so $\sigma>0$; over B it rises, so $\sigma<0$. In this cube, electrons gather on the facets of higher work function. At the facet centres the solution has $+15$ electrons per $\mu\text{m}^2$ on A and $-31$ on B.

The ratio $-2$ follows from symmetry. Measured from infinity, the levels are $D/3$ over A and $-2D/3$ over B, with $D=W_A-W_B$. The density at a facet centre is a linear combination of the six levels: a coefficient $a$ for the facet itself, $b$ for the opposite one and $g$ for each of the four neighbours. Facet A has two A and two B neighbours, while B has four A neighbours, so

$$\sigma_A=\frac D3(a+b+2g-4g)=\frac D3(a+b-2g),\qquad \sigma_B=\frac D3(-2a-2b+4g)=-2\sigma_A .$$

On A the dipole layer itself contains $1.3\times10^6$ spilled-out electrons per $\mu\text{m}^2$. The net charge at the facet centre is about $10^{-5}$ of that, which is why its effect on $\Delta_A$ could be neglected.

## Where the statement applies

The height $h$ must lie in a window. Too far out, the patch field has already changed the level. Too close in, a real electron feels its image. At height $z$ the image charge is a distance $2z$ away and attracts with force $1/(2z)^2$, so the energy is $-\int_h^\infty dz/(4z^2)=-1/(4h)$. At 10 nm this is $-0.0013$ hartree, 8% of $W_A-W_B$. Over the centre of A the patch field lowers the level by about $0.62\,Dh/L$, the slope $4\pi\sigma_A$ times $h$, and the image lowers it by $1/(4h)$. The sum is smallest when the two are equal, and it is then $\sqrt{0.62\,D/L}$: about 4.5% of $D$ for this cube and 14% for $L=100$ nm. For $L=10$ nm the estimate gives about 45%, at a height of 3.6 nm that is no longer small against $s=5$ nm. For a real electron the window has then closed, and facet work functions lose their sharp meaning. As $L$ grows with the shape unchanged, the patch field at a fixed relative position, such as a height $L/10$ above a facet centre, weakens as $1/L$, but the difference $W_A-W_B$ remains. At a fixed small distance $r$ from an A–B edge the field does not fade: it approaches $|W_A-W_B|/(\beta r)$, which does not contain $L$. In an insulator the interior may carry a macroscopic field; then $v_{\rm in}$ is not common to all facets and Part 1 fails.

The decision about the slab can now be made. In a periodic cell the electrostatic energy must repeat, so across a vacuum gap of width $d$ between unlike faces of a metal slab it runs linearly from one level to the other, with slope $|W_A-W_B|/d$. This holds only approximately: because $d$ is far smaller than the $L$ of the cube, the field and the surface charge that produces it are far larger, and they shift the two steps somewhat. A reading halfway gives roughly the average of the two work functions, which belongs to neither face. One should cancel the slope with a dipole correction, which places a compensating step in the vacuum, and read a separate level beside each face. Alternatively, where the crystal structure allows it, one can use a separate slab with two identical faces for each facet. Along some polar directions no such slab can be cut.

## Numbers as computed

```
bulk electron density           0.0050 bohr^-3
mu_bar                          -0.0300 hartree
cube edge                       1.0 um
cube edge                       18897.3 bohr
facet A: kappa                  0.70 bohr^-1
facet A: dipole step            0.12823 hartree
facet A: work function          0.15823 hartree
facet A: work function          4.306 eV
facet B: kappa                  0.75 bohr^-1
facet B: dipole step            0.11170 hartree
facet B: work function          0.14170 hartree
facet B: work function          3.856 eV
W_A - W_B                       0.01653 hartree
W_A - W_B                       0.450 eV
mean work function of cube      0.15272 hartree
level at infinity above mu      0.15272 hartree
level at infinity above mu      4.156 eV
levels above mu over facet centres (solved cube):
height      10 nm: over A 0.15813, over B 0.14191 hartree
height     100 nm: over A 0.15721, over B 0.14373 hartree
height    1000 nm: over A 0.15330, over B 0.15156 hartree
height   10000 nm: over A 0.15272, over B 0.15272 hartree
image energy at lowest height   -0.00132 hartree
distance from cube edge line    50 nm
field there, edge formula       1.909e+06 V/m
field there, solved cube        1.829e+06 V/m
estimate (W_A-W_B)/edge length  4.497e+05 V/m
facet A centre: level slope     -2.803e+05 V/m (as eV/m)
facet A centre: net electrons   15.47 per um^2
facet A: spilled-out electrons  1.275e+06 per um^2
facet B centre: level slope     5.605e+05 V/m (as eV/m)
facet B centre: net electrons   -30.94 per um^2
facet B: spilled-out electrons  1.190e+06 per um^2
equal steps: largest |level| outside 9.1e-17 hartree
uneven facets: mean step        0.14000 hartree
uneven facets: solved level     0.14000 hartree above interior
```
